\section*{Threshold for Oscillatory Phase Relaxation in an Injection-Locked Spin-Torque Oscillator}

\section{Two drives, two kinds of return}

Consider a model spin-torque oscillator running at 10.2~GHz, locked at zero detuning by a rotating microwave field. At a field of 0.13~mT, a small kick of the phase dies away without the phase crossing its locked value. At 0.28~mT the same kick makes the phase swing through the locked value repeatedly, at 51~MHz, inside an envelope that decays in 2.9~ns. An equation for the phase alone cannot do this: near lock it has one real relaxation rate. The oscillation needs a second dynamical variable, the power, which relaxes at a finite rate. This appendix derives the drive at which the change occurs, and the conditions for it to occur at all.

\section{Model and conventions}

The complex amplitude $c$ describes one precession mode and $p=|c|^2$ is its power, scaled so that $p=1$ is full reversal of a macrospin. All rates and frequencies in formulas are angular. The model is
\begin{equation}
\dot c=-i\omega(p)c-G(p)c+Fe^{-i\omega_e t},
\label{eq:model}
\end{equation}
where $G$ is damping minus spin-torque gain, and $F>0$ is a constant drive whose phase defines the phase origin. The standard laws are
\begin{equation}
G=\Gamma_G(1+Qp)-\zeta\Gamma_G(1-p),\qquad \omega=\omega_0+Np,
\end{equation}
with $\zeta>1$ the current divided by its threshold value and $Q+\zeta>0$. Collecting powers of $p$,
\begin{equation}
G=\Gamma_G\left[(Q+\zeta)p-(\zeta-1)\right].
\end{equation}
The free-running power makes $G$ vanish, so
\begin{equation}
p_0=\frac{\zeta-1}{\zeta+Q},\qquad G'=\Gamma_G(Q+\zeta).
\end{equation}
Without drive $\dot p=-2G(p)p$, and a small deviation obeys $\delta\dot p=-2p_0G'\delta p$. Define
\begin{equation}
\Gamma_p=p_0G'=(\zeta-1)\Gamma_G,\qquad \nu=\frac{N}{G'},\qquad s=\sqrt{1+\nu^2}.
\end{equation}
A power deviation therefore decays at $2\Gamma_p$. The drive and detuning are measured by $f=F/\sqrt{p_0}$ and $\delta=\omega_e-\omega(p_0)$.

\section{Eigenvalues at a locked state}

Write $c=e^{u}e^{i\phi}e^{-i\omega_e t}$ with $e^{u}=\sqrt p$. Dividing (\ref{eq:model}) by $c$ gives
\begin{equation}
\dot u+i\dot\phi-i\omega_e=-i\omega-G+Fe^{-u}e^{-i\phi}.
\end{equation}
The real and imaginary parts are
\begin{align}
\dot u&=-G(p)+Fe^{-u}\cos\phi,\label{eq:u}\\
\dot\phi&=\omega_e-\omega(p)-Fe^{-u}\sin\phi.\label{eq:phi}
\end{align}
At lock both derivatives vanish. With
\begin{equation}
A=G(p)=Fe^{-u}\cos\phi,\qquad B=\omega_e-\omega(p)=Fe^{-u}\sin\phi,
\end{equation}
squaring and adding gives $F^2=p(A^2+B^2)$.

Since $p=e^{2u}$, one has $dG/du=2pG'\equiv2g$ and $d\omega/du=2p\omega'\equiv2n$. The factor $e^{-u}$ contributes a further minus sign when differentiated. Linearizing (\ref{eq:u}) and (\ref{eq:phi}),
\begin{align}
\delta\dot u&=-(2g+A)\,\delta u-B\,\delta\phi,\\
\delta\dot\phi&=-(2n-B)\,\delta u-A\,\delta\phi.
\end{align}
The trace is $-2(g+A)$ and the determinant is
\begin{equation}
A(2g+A)-B(2n-B)=A^2+B^2+2gA-2nB.
\label{eq:det}
\end{equation}
Subtracting it from $(g+A)^2$ cancels $A$, which leaves
\begin{equation}
\lambda=-(g+A)\pm\sqrt{g^2+2nB-B^2}.
\label{eq:lambda}
\end{equation}
The return is oscillatory when the radicand is negative:
\begin{equation}
B^2-2nB>g^2.
\label{eq:osc}
\end{equation}
Equations (\ref{eq:lambda}) and (\ref{eq:osc}) hold for any smooth $G(p)$ and $\omega(p)$ with constant $F$. With real eigenvalues, $\delta\phi$ is a sum of two decaying exponentials and crosses zero at most once.

The mechanism can be read from the off-diagonal terms. A phase error changes the power through $B$. The changed power acts back on the phase through $2n-B$: it shifts the frequency, which gives the term in $n$, and it alters the pull of the drive, which scales as $e^{-u}$ and gives the term in $B$. If this loop restores the phase strongly enough before the power has relaxed, the phase overshoots.

\section{Locked states and their stability}

Let $x=p/p_0$, $\eta=\delta/\Gamma_p$ and $h=f/\Gamma_p$. Complex conjugation of the rotating-frame equation reverses the signs of $\nu$ and $\eta$ together and leaves the eigenvalues unchanged. It is therefore enough to take $\nu\ge0$; for negative $\nu$, replace $\nu$ by $|\nu|$ and $\eta$ by $d=\mathrm{sgn}(\nu)\,\eta$. Below, $\nu$ stands for $|\nu|$ and $d$ for the detuning with this sign.

For the linear laws, in units of $\Gamma_p$,
\begin{equation}
A=x-1,\quad B=b\equiv d-\nu(x-1),\quad g=x,\quad n=\nu x.
\end{equation}
Then $F^2=p(A^2+B^2)$ becomes $h^2=x[(x-1)^2+b^2]$. Writing $b=(d+\nu)-\nu x$ and expanding,
\begin{equation}
h^2=s^2x^3-2(s^2+\nu d)x^2+\left[1+(d+\nu)^2\right]x.
\label{eq:cubic}
\end{equation}
The determinant (\ref{eq:det}) is $(x-1)^2+b^2+2x(x-1)-2\nu xb$. Because $db/dx=-\nu$, this is the derivative of $x[(x-1)^2+b^2]$:
\begin{equation}
q(x)\equiv\frac{d(h^2)}{dx}=3s^2x^2-4(s^2+\nu d)x+1+(d+\nu)^2.
\end{equation}
The trace is $-2(2x-1)$. Stability requires $x>1/2$ and $q>0$.

At $x=1/2$, using $1+(d+\nu)^2=s^2+2\nu d+d^2$,
\begin{equation}
q(1/2)=\tfrac34s^2-2s^2-2\nu d+s^2+2\nu d+d^2=d^2-\tfrac14s^2.
\end{equation}
From here on the detuning is restricted to
\begin{equation}
|\delta|<\tfrac12 s\Gamma_p .
\label{eq:window}
\end{equation}
Then $q(1/2)<0$, and $q$ has one root below $1/2$ and one above. The stable states are those beyond the upper root,
\begin{equation}
x_+=\frac{2(s^2+\nu d)+\sqrt{4(s^2+\nu d)^2-3s^2[1+(d+\nu)^2]}}{3s^2}.
\end{equation}
There $h$ rises steadily with $x$. Hence there is one stable locked state above the locking edge $h(x_+)$ and none below it. At $d=0$ the root is $x_+=1$ and the edge is at zero drive.

\section{The threshold}

In these variables (\ref{eq:osc}) reads $b^2-2\nu xb-x^2>0$. The roots in $b$ are $x(\nu\pm s)$, so oscillation requires
\begin{equation}
b>x(\nu+s)\qquad\text{or}\qquad b<-x(s-\nu).
\end{equation}
Inserting $b=d+\nu-\nu x$ turns these into
\begin{equation}
d+\nu>(2\nu+s)x\qquad\text{or}\qquad d+\nu<(2\nu-s)x.
\label{eq:two}
\end{equation}

The first option is excluded: $d<s/2$ gives $d+\nu<(2\nu+s)/2$, hence $x<1/2$, which is unstable.

The second option depends on the sign of $2\nu-s$, which is positive when $4\nu^2>1+\nu^2$, that is, $\nu>1/\sqrt3$.

If $\nu<1/\sqrt3$, it requires $x<-(d+\nu)/(s-2\nu)$. Since $d>-s/2$, the right side is less than $1/2$, again unstable. If $\nu=1/\sqrt3$, it requires $d<-\nu=-s/2$, outside the window. For $|\nu|\le1/\sqrt3$ no drive produces an oscillatory return.

If $\nu>1/\sqrt3$, oscillation sets in above
\begin{equation}
x_c=\frac{|\nu|+d}{2|\nu|-s}.
\label{eq:xc}
\end{equation}
This point lies on the stable branch. The bound $d>-s/2$ gives $x_c>1/2$, and the equal eigenvalues there give $q=(2x_c-1)^2>0$. Because drive rises with $x$ on this branch, the threshold is crossed once. With $b=-x_c(s-|\nu|)$,
\begin{equation}
\boxed{f_c=\Gamma_p\sqrt{x_c\left[(x_c-1)^2+x_c^2(s-|\nu|)^2\right]}}
\label{eq:fc}
\end{equation}

At zero detuning $x_c=|\nu|/(2|\nu|-s)$ and $x_c-1=(s-|\nu|)/(2|\nu|-s)$, so $x_c(s-|\nu|)=|\nu|(x_c-1)$. The bracket is then $s^2(x_c-1)^2$, and
\begin{equation}
f_c=\Gamma_p\,s\,(x_c-1)\sqrt{x_c}\qquad(\delta=0).
\label{eq:fc0}
\end{equation}

The window (\ref{eq:window}) is needed. Take $\nu=0.3$, $d=1.5$, $x=0.8$. Then $b=1.56$, the trace is $-1.2$, and $b^2-2\nu xb-x^2=1.04>0$. The determinant is $0.6^2+1.04=1.40>0$. This state is stable and rings although $\nu<1/\sqrt3$. Outside the window one should evaluate (\ref{eq:lambda}) at each root of (\ref{eq:cubic}).

\section{Two limits}

\subsection{Strong nonlinearity}

For $|\nu|\gg1$ at fixed $d$, $s-|\nu|=1/(s+|\nu|)\simeq1/(2|\nu|)$, while $x_c\to1$ and $x_c-1=d/|\nu|+O(\nu^{-2})$. Equation (\ref{eq:fc}) then gives
\begin{equation}
s^2f_c^2\to\delta^2+\tfrac14\Gamma_p^2.
\label{eq:large}
\end{equation}
For weak drive, $A$ and $B$ are small beside $\Gamma_p$ and $x\simeq1$. The lock conditions reduce to $A^2+B^2=f^2$ and $B+\nu A=\delta$. The identity
\begin{equation}
(A-\nu B)^2+(B+\nu A)^2=s^2(A^2+B^2)
\end{equation}
gives $A-\nu B=\sqrt{s^2f^2-\delta^2}\equiv\Omega$, positive on the stable branch. The locking half-width is thus $sf$. To leading order the determinant is $2\Gamma_p(A-\nu B)$ and the trace is $-2\Gamma_p$, so
\begin{equation}
\lambda^2+2\Gamma_p\lambda+2\Gamma_p\Omega=0.
\end{equation}
This is a damped oscillator, underdamped for $\Omega>\Gamma_p/2$, in agreement with (\ref{eq:large}). For $\Omega\ll\Gamma_p$ its slow root is $-\Omega$, the phase-only result.

The correction to (\ref{eq:large}) falls slowly when the detuning is not zero. At $\delta=\Gamma_p$ the value of $s^2f_c^2$ from (\ref{eq:fc}) differs from the limit by 12\% of the limit at $\nu=20$ and by 2.8\% at $\nu=80$.

\subsection{Approach to the critical nonlinearity}

As $|\nu|$ falls to $1/\sqrt3\simeq0.577$, the denominator of (\ref{eq:xc}) vanishes and the threshold diverges. At zero detuning:
\begin{center}
\begin{tabular}{ccc}
$\nu$ & $x_c$ & $f_c/\Gamma_p$\\
0.6 & 17.7 & 82\\
1 & 1.71 & 1.31\\
2 & 1.13 & 0.319\\
5 & 1.02 & 0.104\\
20 & 1.001 & 0.025
\end{tabular}
\end{center}
The model also requires $x_cp_0<1$. With $p_0=0.11$, the first row would need a power near 2, so its threshold is out of reach.

\section{Worked example}

The inputs are $\omega_0/2\pi=10$~GHz, Gilbert damping $\alpha=0.01$, $N/2\pi=2$~GHz, $Q=3$ and $\zeta=1.5$. Then
\begin{align}
\Gamma_G/2\pi&=\alpha\omega_0/2\pi=100~\mathrm{MHz},\\
p_0&=0.5/4.5=0.111,\\
\Gamma_p/2\pi&=0.5\times100=50~\mathrm{MHz},\\
\nu&=2000/(4.5\times100)=4.444,\qquad s=4.556.
\end{align}
The free-running frequency is $10+2\times0.111=10.22$~GHz, and the window (\ref{eq:window}) is $\pm114$~MHz. At zero detuning,
\begin{align}
x_c&=4.4444/(8.8889-4.5556)=1.0256,\\
f_c/2\pi&=50\times4.5556\times0.02564\times\sqrt{1.0256}=5.91~\mathrm{MHz}.
\end{align}
The strong-nonlinearity estimate $\Gamma_p/(2s)$ gives 5.49~MHz.

To convert to a field, note that for a small circular cone $\sqrt p$ is half the transverse component of the unit magnetization. A resonant rotating field $B_r$ makes that component grow at $\gamma B_r$, so $F=\gamma B_r/2$. With $F_c=\sqrt{p_0}f_c=12.4~\mathrm{rad}/\mu\mathrm{s}$, the threshold is
\begin{equation}
B_r=2F_c/\gamma=0.141~\mathrm{mT}.
\end{equation}
A linearly polarized field needs twice this amplitude, 0.281~mT, because half of it rotates the wrong way.

The threshold depends on the sign of the detuning:
\begin{center}
\begin{tabular}{cccc}
$\delta/2\pi$ (MHz) & $x_c$ & locking edge (mT) & ringing above (mT)\\
$-40$ & 0.841 & 0.190 & 0.201\\
$0$ & 1.026 & 0 & 0.141\\
$+40$ & 1.210 & 0.226 & 0.327
\end{tabular}
\end{center}
The limit (\ref{eq:large}) is even in $\delta$, so the asymmetry is an effect of finite $\nu$. It also moves the lowest threshold away from zero detuning: at $-10$~MHz ringing begins at 0.130~mT, below the 0.141~mT needed at zero. The non-ringing interval above the locking edge is narrow at $-40$~MHz, but not at small negative detuning: at $-10$~MHz it runs from 0.051 to 0.130~mT.

\subsection{Ringing at twice threshold}

At $\delta=0$, $b=-\nu(x-1)$. Equation (\ref{eq:lambda}) gives the ringing frequency and the envelope decay rate,
\begin{equation}
\omega_r=\Gamma_p\sqrt{\nu^2(x-1)(3x-1)-x^2},\qquad \kappa=\Gamma_p(2x-1).
\end{equation}
For $f=2f_c$ the cubic gives $x=1.0507$, hence $\omega_r/2\pi=51.2$~MHz and $1/\kappa=2.89$~ns. Numerical integration of the full equation after a phase kick of $10^{-4}$~rad shows four zero crossings in 44.6~ns, spaced as this frequency requires. At $0.9f_c$ it shows none. The phase-only equation would give a monotonic return at $sf=2\pi\times53.9$~MHz.

The ringing is heavily damped. Between successive crossings the envelope falls to a fraction $\exp(-\pi\kappa/\omega_r)\simeq0.03$ of its value. The threshold marks a change in the character of the eigenvalues; it does not mark the start of a conspicuous oscillation.

\section{What the model neglects}

Each change below is relative to $F_c$, with $\Gamma_G$, $Q$, $\zeta$ and $N$ held fixed and the drive tuned to the altered oscillator's own free-running frequency. The thresholds were found numerically, by locating the drive at which the two eigenvalues merge.

Adding $\Gamma_GQp^2$ to the damping raises the threshold by 20\%. Adding $Np^2$ to the frequency lowers it by 20\%. The strong-nonlinearity estimate explains the signs: $F_c\simeq\sqrt{p_0}\,\Gamma_p/(2\nu)=p_0^{3/2}G'^2/(2\omega')$, with slopes taken at $p_0$. The frequency term multiplies $\omega'$ by $1+2p_0=1.22$, which alone gives $-18\%$. The damping term raises $G'$ from $4.5\,\Gamma_G$ to $5.12\,\Gamma_G$ and lowers $p_0$ from 0.111 to 0.104; the first effect is the stronger, and the estimate gives $+17\%$.

The coupling to a transverse field also depends on power. For an axially symmetric macrospin the transverse moment is proportional to $c\sqrt{1-p}$, and $F$ in the rotating frame is replaced by $F[\sqrt{1-p}-(c^*-c)c/(2\sqrt{1-p})]$. This raises the threshold by 5\%. The counter-rotating half of a linear field adds an amplitude ripple of relative size $f_c/2\omega\simeq3\times10^{-4}$.

Temperature matters more for observation. Take a disc of radius 50~nm and thickness 5~nm with $M_s=800$~kA/m at 300~K. The precession energy is $2\omega M_sVp/\gamma$, so the equilibrium thermal power is $p_T=k_BT\gamma/(2\omega M_sV)=1.8\times10^{-4}$, or 0.16\% of $p_0$. White noise of the strength that maintains $p_T$ against the positive damping alone was added to the locked oscillator at $2f_c$. The linearized covariance gives an rms phase of 0.203~rad, and a stochastic simulation of 2000 trajectories gives 0.205~rad. By the linear estimate, a 1~rad kick leaves a reverse swing of a few hundredths of a radian. At this drive the ringing is therefore hidden in a single trace, and many synchronized traces would have to be averaged to show it. A stronger drive helps: at $10f_c$ the reverse swing after a 1~rad kick is 0.17 or 0.36~rad, depending on the sign of the kick, against an rms thermal phase of 0.09~rad.

\section{Relation to real devices}

The frequency, damping, magnetization and contact size are rough typical values for a permalloy nanocontact oscillator. $N$, $Q$ and $\zeta$ are round choices, and $N$ is small for the disc described. If that disc is uniformly magnetized and precesses about its normal, its demagnetizing field alone gives $N/2\pi\simeq46$~GHz. With the other inputs unchanged, $\nu$ is then about 100 and the threshold of the noiseless model at zero detuning is near $6~\mu$T. Such a weak drive would not hold the lock at 300~K: with thermal noise of the kind described above, most simulated trajectories slip within 100~ns.

A perpendicular anisotropy that cancels most of the demagnetizing effect could lower $N/2\pi$ to 2~GHz, but it would not reproduce the worked example. For uniform precession about the normal, Gilbert damping is $\alpha\omega(p)(1-p)$, so at small $p$ one has $Q=N/\omega_0-1=-0.8$ instead of 3. With a spin-torque gain proportional to $1-p$ and $\zeta=1.5$, damping and gain then balance at no power below 1, and the macrospin reverses instead of oscillating. The inputs of the worked example are thus model parameters chosen to illustrate the formula, and its fields are not predictions for a disc of this kind. In real devices $N$ depends strongly on the direction of the applied field and can change sign, so $|\nu|$ may fall below $1/\sqrt3$ or lie far above the value used here. The linear power laws are the assumption most directly open to correction, and the terms tried above move the threshold by about 20\%. Spatial mode structure, mode hopping and spin-torque shot noise are not included, and their effect has not been sized.

For a given device, $p_0$, $\Gamma_p$ and $\nu$ should be determined at the operating current and field. If $|\nu|>1/\sqrt3$, condition (\ref{eq:window}) holds and $x_cp_0<1$, (\ref{eq:fc}) gives the threshold of this model. If the power laws are visibly curved, (\ref{eq:osc}) should be used with the slopes at the locked power.
